Ballistic current of one two-dimensional subband at fixed barrier-top charge

**1. Form of the answer**

Let J be the source-drain current per unit width and n the electron sheet density at the top of the source-drain barrier. The ratio J/(en) is a velocity. If no scattering length and no barrier length enters, it can depend only on the mass m, the thermal energy kT, ħ, n and the energy eV supplied by the drain bias V. From these five quantities one velocity, √(kT/m), and two independent dimensionless numbers can be formed. Identical valleys carry equal shares of charge and current, so the density enters as n/g_v, with g_v the number of valleys. Hence

J = e n √(kT/m) Φ( ħ²n/(g_v m kT), eV/kT ).

Exchanging the contacts at fixed n reverses the current, so Φ is odd in V. What remains is to find Φ. In formulas eV is the product of the elementary charge e > 0 and the voltage; after a number it is the unit.

**2. Result**

The Fermi-Dirac integrals are normalised as

F_j(η) = [1/Γ(j+1)] ∫₀^∞ x^j dx / (1 + e^(x−η)).

Define

N = g_v m kT/(πħ²),  v_T = √(2kT/(πm)),  u = eV/kT,
η = (μ_S − ε_top)/kT,

where μ_S is the source Fermi level and ε_top the subband energy at the barrier top. Then

J = e n v_T [F_½(η) − F_½(η−u)] / [F_0(η) + F_0(η−u)].  (1)

At fixed n the level η follows from

e^η = 2G / {1 + r + √[(1+r)² + 4rG]},  G = e^(2n/N) − 1,  r = e^(−u).  (2)

When the drain stream is negligible this becomes a single ratio of integrals:

J_sat = e n v_T F_½(η)/F_0(η),  e^η = e^(2n/N) − 1.  (3)

Equation (3) is the saturated current. At general bias the ratio is that of a difference to a sum.

**3. Occupation at the barrier top**

The subband is parabolic and isotropic in the plane, with the same mass everywhere and two spin states. Its bottom varies only along the transport direction x and has one maximum. The contacts are in equilibrium and absorb every electron that reaches them. Between them there is no scattering.

The transverse wavevector k_y and the longitudinal energy E_x = E − ħ²k_y²/2m are then conserved. An electron at the maximum with k_x > 0 has E_x above the subband bottom everywhere, so its velocity never vanishes along the path. Followed backwards, the path ends in the source. Occupation is constant along a collisionless path, so this state has the source Fermi function. By the same argument, states with k_x < 0 have the drain function, with μ_D = μ_S − eV and reduced level η − u.

This classical picture gives transmission zero below the top and one above it. Section 8 sizes the error.

**4. Density**

Each unit area of the k plane holds 2g_v/(2π)² states per unit area of the device. Let ε be the kinetic energy at the top. The source fills a half plane, whose angular range is π:

n₊ = [2g_v/(4π²)] π ∫₀^∞ k f dk = (g_v/2π) ∫₀^∞ k f dk.

Since ε = ħ²k²/2m, k dk = m dε/ħ². With x = ε/kT,

n₊ = [g_v m kT/(2πħ²)] ∫₀^∞ dx/(1 + e^(x−η)) = (N/2) F_0(η).

Writing the integrand as e^(η−x)/(1 + e^(η−x)) shows that its antiderivative is −ln(1 + e^(η−x)), so

F_0(η) = ln(1 + e^η).

Adding the drain half gives

n = (N/2) [F_0(η) + F_0(η−u)].  (4)

**5. Current**

The longitudinal velocity is v cos θ, with v = √(2ε/m). Over the half plane ∫cos θ dθ = 2, so

J₊ = e [2g_v/(4π²)] · 2 ∫₀^∞ k v f dk
 = (e g_v/π²)(m/ħ²) ∫₀^∞ √(2ε/m) f dε
 = e [g_v m kT/(π²ħ²)] √(2kT/m) ∫₀^∞ √x dx/(1 + e^(x−η)).

The last integral is Γ(3/2)F_½(η) = (√π/2)F_½(η), and the first bracket is N/π. Therefore

J₊ = e (N/π)(√π/2) √(2kT/m) F_½(η) = e (N/2) v_T F_½(η).

The drain stream has the same form with η − u and the opposite direction:

J = e (N/2) v_T [F_½(η) − F_½(η−u)].  (5)

J is counted positive when electrons flow from source to drain. Dividing (5) by (4) and multiplying by n gives (1). The prefactor N/2 cancels, but N still acts through η.

**6. Fixed charge**

Multiply (4) by 2/N and exponentiate. With X = e^η,

(1 + X)(1 + rX) = e^(2n/N),
rX² + (1+r)X − G = 0.

The product of the roots is −G/r < 0, so exactly one root is positive. With D = √[(1+r)² + 4rG],

X = [D − (1+r)]/(2r).

Multiply numerator and denominator by D + (1+r). The numerator becomes D² − (1+r)² = 4rG, and (2) follows. This form has no subtraction of nearly equal numbers and remains regular at r = 0, where X = G and (3) results. For X ≈ G two conditions are needed: r ≪ 1 and rG ≪ 1. Since G = e^(η_sat), with η_sat the level given by (3), the drain Fermi level must lie several kT below both the source Fermi level and the barrier top. In a dilute channel the first condition decides. In a degenerate channel the second does, and a bias of several kT/e is not enough. The current is less sensitive than X when η is large: at rG = 1, J lies 32 % below J_sat for 2n/N = 2.92 but only about 1 % below for n = 30N. At V = 0, D = 2e^(n/N), and (2) reduces to

e^(η₀) = e^(n/N) − 1.

The barrier cannot stay fixed relative to the source. Differentiate (4) at constant n, writing s(η) = dF_0/dη = 1/(1 + e^(−η)):

s(η) dη/du + s(η−u)(dη/du − 1) = 0,
dη/du = s(η−u)/[s(η) + s(η−u)].

This lies between 0 and 1. As the drain stream empties, the barrier falls relative to μ_S and the source stream supplies the missing charge.

To obtain the slope of J, use ∂f/∂η = −∂f/∂x and integrate by parts. The boundary term vanishes, and Γ(3/2) = ½Γ(½), so

dF_½/dη = [1/Γ(3/2)] ∫₀^∞ ½ x^(−½) f dx = F_(−½)(η).

Hence

dJ/du = e (N/2) v_T { F_(−½)(η) dη/du + F_(−½)(η−u)[1 − dη/du] } > 0.

At fixed n the current rises monotonically towards J_sat.

**7. Limits**

*Small bias.* At u = 0, dη/du = ½ and the brace equals F_(−½)(η₀). Equation (4) gives N = n/F_0(η₀). With du/dV = e/kT, the conductance per width is

g = e² n v_T F_(−½)(η₀) / [2kT F_0(η₀)].  (6)

It is finite without scattering because the contacts supply a limited flux.

*Dilute channel, n ≪ N.* Here f ≈ e^(η−x), so every F_j(η) tends to e^η. Equation (1) becomes

J = e n v_T (1−r)/(1+r) = e n v_T tanh(eV/2kT).

The saturated velocity is v_T, independent of density.

*Degenerate channel, saturated, n ≫ N.* For large η, f is nearly a step and its leading thermal correction is (π²/6) times the derivative of the function multiplying f. Thus

∫₀^∞ √x f dx ≈ (2/3)η^(3/2) + (π²/12)η^(−½) = (2/3)η^(3/2) [1 + π²/(8η²)],

while F_0 → η. Division by Γ(3/2) = √π/2 gives

J/(en) ≈ v_T [4√η/(3√π)] [1 + π²/(8η²)] = (4/3π) v_F [1 + π²/(8η²)],

with v_F = √(2ηkT/m). A filled half disc has n = [2g_v/(4π²)](πk_F²/2) = g_v k_F²/(4π), so

v_F = (ħ/m) √(4πn/g_v).

The factor 4/(3π) is the distance of a half disc's centroid from its straight edge, in units of its radius. At n = 30N and V = 5 V, the computed velocity divided by 4v_F/(3π) is 1.00034. The correction at η ≈ 60 predicts 1 + π²/(8·60²) = 1.00034.

*Degenerate channel, small bias.* The full disc is now filled, so n = g_v k_F²/(2π) and η₀kT = ħ²k_F²/2m. With F_(−½) → 2√(η₀/π), (6) becomes

g = (e²n/π) √[2/(m η₀ kT)] = (e²n/π) · 2/(ħk_F) = (2e²/h)(g_v k_F/π).

This is the conductance quantum for two spins times the number of transverse modes per width.

**8. Validity of step transmission**

For wave transmission T(E_x), use v_x dk_x = dE_x/ħ and integrate over k_y:

∫ f dk_y = [√(2mkT)/ħ] √π F_(−½)(η − y),  y = (E_x − ε_top)/kT.

The source current becomes

J₊ = e (N/2) v_T ∫ T F_(−½)(η − y) dy,

where the integral starts at the source band bottom. A step at y = 0 restores F_½(η), because dF_½/dη = F_(−½).

The wave equation was solved for the profile

U(x) = U₀ sech²(x/a) − (eV/2)[1 + tanh(x/a)],

with U₀ = 0.25 eV, V = 0.5 V and m = 0.19 electron masses. The top lies 62.5 meV above the source band bottom. At 300 K and η = 2.869, the current exceeds the step result by 2.05 % for a = 6 nm, 0.517 % for 12 nm and 0.129 % for 24 nm. Barrier height and η were held fixed, and drain injection was omitted.

Each doubling of a divides the excess by about four. In the variable x/a, the wave equation contains length only through ħ²/(ma²), and the numbers show a correction linear in that parameter. The net correction includes both tunnelling below the top and reflection above it. It would be larger for a shorter barrier and is not bounded by these values.

**9. Implementation**

1. Compute G with a function that evaluates e^z − 1 accurately at small z, then obtain η from (2). If e^(2n/N) would overflow in saturation, use η = 2n/N + ln(1 − e^(−2n/N)).
2. Evaluate F_½ with x = t², which removes the square-root behaviour at the origin:

 F_½(η) = (4/√π) ∫₀^∞ t² dt/(1 + e^(t²−η)).

3. Insert both reduced levels in (1). For u so small that the numerator loses digits, use J = gV from (6).

Equations (1) and (2) were tested against sums over k_x and k_y, with the Fermi level found by root search. The six cases (n in 10¹² cm⁻², V in V, T in K) were (0.1, 0.03, 300), (2, 0.1, 300), (6, 0.05, 300), (6, 0.5, 300), (10, 0.2, 400) and (3, 0.02, 150). The largest relative difference in J was 4.9×10⁻¹⁴. This tests the integrals and the solution for η. The sums assume the same contact occupations, so it does not test ballistic transport in a device.

**10. Worked example**

Round parameters in the regime of a thin-body, double-gate silicon (100) n-channel are used: m = 0.19 electron masses, g_v = 2, T = 300 K, n = 6×10¹² cm⁻² and V = 0.5 V. Silicon enters through the two valleys that are lowest in a thin (100) film and isotropic in its plane.

With N = 4.104×10¹² cm⁻²,

2n/N = 12/4.104 = 2.924.

Since u = 19.34, the drain level is far below both the source level and the barrier top, and (3) applies:

η = ln(e^2.924 − 1) = 2.869,
F_½/F_0 = 4.248/2.924 = 1.453.

The thermal velocity is 1.234×10⁷ cm/s, so

J/(en) = 1.234×10⁷ × 1.453 = 1.793×10⁷ cm/s,
J = (1.602×10⁻¹⁹ C)(6×10¹⁶ m⁻²)(1.793×10⁵ m/s)
 = 1724 µA/µm = 1.724 mA/µm.

Degeneracy thus raises the velocity 45 % above its dilute value. At zero bias η₀ = 1.198. Holding n fixed up to 0.5 V therefore lowers the barrier relative to the source by (2.869 − 1.198) × 25.85 meV = 43 meV.

The small-bias resistance is 57.1 Ω µm. At 0.02 V it predicts 350 µA/µm, against 348 from (1). At 0.1 V the current is 1430 µA/µm, and at 0.2 V it is 1715 µA/µm, within 1 % of the value at 0.5 V.

**11. Effects left out**

The following changes are separate estimates. They interact and must not be added to predict a device.

*Backscattering.* Let each stream scatter into the other at a rate 1/λ per unit length. The net flux D, relative to the injected flux, is constant, and the forward flux falls linearly from 1 to 1 − DL/λ. With no stream entering from the far end, the forward flux there equals D. Hence D = λ/(λ+L), and the reflected fraction is R = L/(L+λ). For a long conductor the conductance per width gλ/L must equal enμ/L, with μ the mobility, so λ = enμ/g. A rough mobility of 200 cm²/Vs gives λ = 11 nm.

As a further approximation, take L as the distance over which the barrier falls by kT towards the drain, and apply the near-equilibrium λ there. For the profile of section 8 with a = 6 nm, L = 2.21 nm and R = 2.21/(2.21 + 11) ≈ 0.17. With R independent of energy, the saturated equations become

n = (N/2)(1+R)F_0(η),
J = e(N/2)v_T(1−R)F_½(η).

At the same n, J falls to 1173 µA/µm, or 32 % below the ballistic value. The factor (1−R)/(1+R) alone gives 29 %. The rest arises because the returning stream holds part of the charge, which lowers η and the injection velocity. The kT layer suits dilute carriers. Here the mean kinetic energy at the top is about 50 meV, and a layer defined by that drop gives L = 3.0 nm, R = 0.21 and J near 1050 µA/µm.

*Fixed gate voltage.* Lowering the barrier raises the channel potential and reduces the gate charge:

e(n − n₀) = C [δV − (kT/e)(η − η₀)].

Here n₀ = 6×10¹² cm⁻² is the density at zero drain bias, C is the capacitance of two 1 nm silicon dioxide layers, and δ is the drain-induced barrier lowering, expressed as a shift of gate drive per drain volt. Only the oxide is counted in C. The subband also shifts with the charge inside the body, which lowers the effective capacitance and would keep n somewhat closer to n₀ than the values below. For δ = 0, n at 0.5 V is 4.83×10¹² cm⁻² and J is 1301 µA/µm. For a rough δ of 50 mV/V, they are 5.5×10¹² cm⁻² and 1540 µA/µm. A circuit model should therefore solve (4) together with the gate electrostatics; constant n is not a consequence of constant gate voltage.

*Band structure and confinement.* In a 3 nm infinite well, the second subband lies 136 meV above the first and the lowest level of the other four valleys 174 meV above it. At the same η, these higher levels would hold about 6 % of the total charge. The confinement masses are 0.92 for the two lowest valleys and 0.19 for the other four. The infinite well overstates the valley gap, because the light-mass state penetrates the oxide. With a 3.1 eV barrier and an oxide mass between 0.19 and 0.5 electron masses, the gap to the four valleys is 118 to 96 meV. The higher levels then hold 23 to 37 % of the charge at the same η, and J at fixed n falls to roughly 1500 to 1390 µA/µm. Band bending between the surface and the middle of the body is about 35 meV if the charge is spread evenly, and about 49 meV if it follows the ground state of the infinite well. Both are smaller than these gaps but not negligible. A rough nonparabolicity of 0.5 per eV, applied to the in-plane kinetic energy alone, lowers J to 1645 µA/µm at fixed n. Including the 45 meV confinement energy in the nonparabolic relation gives about 1590 µA/µm.

*Temperature.* At 375 K and the same n, without scattering, J is 1806 µA/µm, 5 % higher. The thermal velocity rises by √1.25, or 12 %, while the ratio F_½/F_0 falls.

*Contacts and oxide.* A rough total contact resistance of 200 Ω µm would drop 0.34 V at 1724 µA/µm. The V in (1) is the internal voltage. With n held fixed, internal biases of 0.1 and 0.2 V need about 0.39 and 0.54 V at the terminals, so a terminal bias of 0.5 V gives a current between 1430 and 1715 µA/µm. The oxide field is 1.39 MV/cm, well below the rough 10 MV/cm breakdown scale of silicon dioxide. That comparison does not exclude gate tunnelling through a 1 nm layer.

**12. Relation to real transistors**

The density, mass and voltage are ordinary for a strongly turned-on silicon channel, and currents of order 1 mA/µm are the right rough scale for short n-channel devices. The 3 nm body was chosen to separate the subbands, but with a finite oxide barrier the upper valleys still hold a fifth or more of the charge at this density, so the one-subband assumption is only rough; a thicker body would weaken it further. Of the fixed-density changes to the channel estimated here, backscattering is the largest, moving 1724 to 1173 µA/µm. Holding the gate voltage instead of the charge, without barrier lowering by the drain, reduces the current to 1301 µA/µm if only the oxide capacitance is counted. Equation (3) is thus a ballistic reference at a stated density and internal bias, not a prediction of terminal current. The inputs and results are collected in the numerical output below.

Computed values

```
Mass / electron mass: 0.19
Valley degeneracy: 2
Temperature: 300 K
Drain bias: 0.5 V
Barrier-top density n: 6e+12 cm^-2
Thermal energy kT: 25.85 meV
Band density N: 4.104e+12 cm^-2
2n/N: 2.924
u = eV/kT: 19.34
eta at zero bias: 1.198
eta at drain bias: 2.869
F_0(eta): 2.924
F_1/2(eta): 4.248
F_1/2 / F_0: 1.453
Thermal velocity v_T: 1.234e+07 cm/s
Mean velocity J/(en): 1.793e+07 cm/s
Current J: 1724 uA/um
Current J: 1.724 mA/um
V=0.02 V: eta=1.568, J=347.7 uA/um
V=0.05 V: eta=2.050, J=835.8 uA/um
V=0.10 V: eta=2.604, J=1430.1 uA/um
V=0.20 V: eta=2.861, J=1714.7 uA/um
Small-bias ballistic resistance: 57.11 ohm um
Largest relative error, formula vs state sum: 4.9e-14
Degenerate test: velocity/(4 v_F/3pi): 1.00034
Model barrier U0: 0.25 eV
Barrier top above source band: 62.5 meV
Wave correction to J, a=6 nm: 2.05 %
Wave correction to J, a=12 nm: 0.517 %
Wave correction to J, a=24 nm: 0.129 %
kT layer width, a=6 nm: 2.21 nm
Rough mobility: 200 cm2/Vs
Backscattering mean free path: 11 nm
Backscattering probability R: 0.168
J with backscattering, same n: 1173 uA/um
Oxide thickness, each gate: 1 nm
n at V, gate voltage held: 4.83e+12 cm^-2
J at that n: 1301 uA/um
Rough drain-induced lowering: 50 mV/V
n with this lowering: 5.5e+12 cm^-2
J at that n: 1540 uA/um
Body thickness: 3 nm
Second subband above first: 136 meV
Other valleys above first: 174 meV
Charge share of higher subbands, same eta: 5.7 %
Band bending in body: 35 meV
Rough nonparabolicity: 0.5 1/eV
J with nonparabolicity, same n: 1645 uA/um
J at 375 K, same n: 1806 uA/um
Rough total contact resistance: 200 ohm um
Voltage lost in contacts at J: 0.34 V
Oxide field: 1.39 MV/cm
```
